# First-order ferroelectric transition in the sixth-order Landau-Devonshire model, part 1

(Sections cited here and not found follow in the second part.)

A thin plate of a ferroelectric crystal such as barium titanate, poled into a single domain and electroded on both faces, is heated slowly while its small-signal capacitance and the charge on its electrodes are recorded. The capacitance rises with temperature, but it does not diverge. At roughly 400 K it jumps upward by a finite factor, a finite charge flows through the external circuit all at once, and the plate absorbs a latent heat. Above that temperature the inverse capacitance grows along a straight line, and this line extrapolates to zero at a temperature lower than the one at which the jump took place. On cooling, the jump can occur at a lower temperature than on heating. The designer of a capacitor or a pyroelectric detector needs to know where the jump lies, how large it is, how far the polar state can be overheated, and how the inverse susceptibility behaves on the two sides.

A factor of four enters the last question, and it matters whether it refers to values or to slopes. In the model below, with constant quartic and sixth-order coefficients, the *values* of the inverse susceptibility at the transition differ by a factor $4$ and the *slopes* by a factor $-8$; a slope ratio of exactly $-4$ belongs to the borderline case of a vanishing quartic coefficient.

## 1. The energy and its conventions

SI units are used throughout. The crystal is taken as uniaxial, single-domain and free of stress, with a uniform polarisation $P$ (C/m²) along one axis. The electrodes screen the bound surface charge completely, so the field in the crystal is $E = V/d$, set by the applied voltage $V$ and the thickness $d$. All processes are isothermal.

Let $F(P,T)$ be the free energy per unit volume of the crystal held at polarisation $P$, measured from its value at $P=0$. The charge per unit area on an electrode is $\varepsilon_0E+P$, so the source does work $E\,d(\varepsilon_0E+P)$ per unit volume. At fixed $E$ this is $E\,dP$. The second law at fixed temperature says $\Delta F\le E\,\Delta P$, that is $\Delta(F-EP)\le 0$. The crystal therefore relaxes toward a minimum of $G=F-EP$.

The high-temperature phase has a symmetry operation that reverses the axis, so $F(-P)=F(P)$. If $F$ is smooth near $P=0$, its expansion holds even powers only. Kept to sixth order,

$$G(P,T,E)=\tfrac12 aP^2+\tfrac14 bP^4+\tfrac16 cP^6-EP .$$

The coefficient $a$ is the stiffness of the unpolarised crystal against a polar displacement of its ions. In a proper ferroelectric, one in which $P$ itself is the order parameter, it passes through zero at some temperature $T_0$, and near that zero the first term of its Taylor series is kept:

$$a=a_0\,(T-T_0),\qquad a_0>0 .$$

The coefficients $b$ and $c$ have no reason to vanish there and are treated as constants. The units are J m C⁻² K⁻¹ for $a_0$, J m⁵ C⁻⁴ for $b$ and J m⁹ C⁻⁶ for $c$.

Setting $\partial G/\partial P=0$ gives the equation of state. The fractions $\tfrac12,\tfrac14,\tfrac16$ cancel against the exponents:

$$E=aP+bP^3+cP^5 .$$

The inverse susceptibility is defined as $\kappa=(\partial E/\partial P)_T$. Differentiating the equation of state,

$$\kappa=a+3bP^2+5cP^4=\frac{\partial^2G}{\partial P^2}.$$

So $\kappa$ is the curvature of $G$ at the state in question. A stationary point with $\kappa>0$ is a local minimum, and one with $\kappa<0$ is a maximum. The dimensionless susceptibility is $\chi=\varepsilon_0^{-1}\,dP/dE=1/(\varepsilon_0\kappa)$. All susceptibilities below are taken at $E\to0$.

At $E=0$ the equation of state reads $P\,(a+bP^2+cP^4)=0$, and $P=0$ always solves it. On this paraelectric branch

$$\kappa_p=a_0(T-T_0),\qquad \chi_p=\frac{C}{T-T_0},\qquad C=\frac{1}{\varepsilon_0a_0}.$$

This is the Curie-Weiss law with Curie constant $C$. It does not involve $b$ or $c$. The paraelectric state is a local minimum for $T>T_0$ and a maximum for $T<T_0$, and the slope $d\kappa_p/dT=a_0$ is the reference for every slope ratio below.

## 2. Simplest case: $b>0$, $c=0$

With a positive quartic term the energy is already bounded below, and the sixth-order term can be dropped. A nonzero solution needs $a+bP^2=0$, so

$$P^2=-\frac{a}{b}=\frac{a_0(T_0-T)}{b},$$

which is positive only for $T<T_0$. The curvature there is

$$\kappa_f=a+3bP^2=a-3a=-2a=2a_0(T_0-T)>0 .$$

The polar state exists and is stable exactly where the paraelectric state is unstable. The two never coexist as minima, $P$ grows from zero as $\sqrt{T_0-T}$, and the transition is continuous, at $T_0$. The slope is $d\kappa_f/dT=-2a_0$, a ratio of $-2$ to the paraelectric slope.

It is worth tracing how the $-2$ is built up. At fixed $P$ the curvature changes with temperature only through $a$, at rate $+a_0$. But $P^2$ falls at rate $-a_0/b$, and the term $3bP^2$ contributes $-3a_0$. The sum is $-2a_0$. The slope of $\kappa_f$ is a total derivative along the branch, and the motion of $P$ is the larger part of it.

Test: at $T\to T_0$ both $\kappa_f$ and $\kappa_p$ go to zero, so $\chi$ diverges from both sides, as it must when a minimum flattens and splits in two without a jump.

## 3. Borderline case: $b=0$, $c>0$

With no quartic term the sixth-order term provides the lower bound. A nonzero solution needs $a+cP^4=0$, so $P^4=-a/c$, again only for $T<T_0$. Then

$$\kappa_f=a+5cP^4=a-5a=-4a=4a_0(T_0-T).$$

The transition is still continuous, with $P\propto(T_0-T)^{1/4}$, and the slope ratio is exactly $-4$ at every temperature below $T_0$. This case is the tricritical point, the boundary between continuous transitions ($b>0$) and discontinuous ones ($b<0$). The factor four in the slopes is correct here.

Test: for $G=\tfrac12aP^2+\tfrac1n gP^n$ with even $n$ and $g>0$, the polar solution obeys $gP^{n-2}=-a$, and $\kappa_f=a+(n-1)gP^{n-2}=-(n-2)a$. The choices $n=4$ and $n=6$ return $-2$ and $-4$.

## 4. Negative quartic term: the stationary points

A negative $b$ has a simple physical source. Polarisation couples to strain $e$ through electrostriction, which adds $\tfrac12Ye^2-qeP^2$ to the energy, with elastic modulus $Y>0$ and coupling constant $q$. A stress-free crystal minimises over $e$: $Ye-qP^2=0$, so $e=qP^2/Y$. Substituting back gives $q^2P^4/(2Y)-q^2P^4/Y=-q^2P^4/(2Y)$. This has the form $\tfrac14\,\Delta b\,P^4$ with $\Delta b=-2q^2/Y$. The quartic coefficient of the free crystal is lower than that of the clamped crystal by $2q^2/Y$, and it can be negative.

Write $b=-\beta$ with $\beta>0$. Without a sixth-order term $G$ would fall to $-\infty$ at large $P$, so $c>0$ is now required. At $E=0$,

$$G=\tfrac12aP^2-\tfrac14\beta P^4+\tfrac16cP^6,\qquad \kappa=a-3\beta P^2+5cP^4 .$$

Nonzero stationary points obey

$$cP^4-\beta P^2+a=0, \tag{1}$$

a quadratic equation in $P^2$ with roots

$$P_\pm^2=\frac{\beta\pm D}{2c},\qquad D=\sqrt{\beta^2-4ac}. \tag{2}$$

The symbol $D$ denotes this square root only, not the electric displacement. A root is physical if $D$ is real and $P^2>0$. For real $D$ the root $P_+^2$ is always positive. The root $P_-^2$ is positive if $D<\beta$, that is $\beta^2-4ac<\beta^2$, which means $a>0$.

To classify the roots, remove $a$ from the curvature with (1), $a=\beta P^2-cP^4$:

$$\kappa=(\beta P^2-cP^4)-3\beta P^2+5cP^4=4cP^4-2\beta P^2=2P^2\,(2cP^2-\beta).$$

From (2), $2cP_\pm^2-\beta=\pm D$. Hence

$$\kappa(P_\pm)=\pm2DP_\pm^2 . \tag{3}$$

The root $P_+$ is a minimum and $P_-$ is a maximum wherever they exist with $D>0$. For $a>0$ and real $D$ the sequence along positive $P$ is a minimum at $0$, a maximum at $P_-$ and a minimum at $P_+$, with mirror images at negative $P$. Two kinds of minimum coexist, which never happened in the two earlier cases. From here on $\kappa_f=\kappa(P_+)$, and inserting (2) into (3),

$$\kappa_f=2DP_+^2=\frac{D\,(D+\beta)}{c}. \tag{4}$$

Test on $\beta=0$: for $a<0$, $D=2\sqrt{-ac}$, so $P_+^2=\sqrt{-a/c}$ and $\kappa_f=D^2/c=-4a$, as in section 3.

Test on the quartic case: the algebra leading to (2) and (3) never used the sign of $\beta$, so put $\beta=-b$ with $b>0$ and let $c\to0$. Then $D=b\sqrt{1-4ac/b^2}\approx b-2ac/b$, so $P_+^2=(D-b)/(2c)\to-a/b$ and $\kappa_f=2DP_+^2\to2b\,(-a/b)=-2a$, as in section 2.

## 5. Limits of metastability

The paraelectric minimum survives on cooling as long as $\kappa_p>0$, that is down to $T_0$. This is the supercooling limit. There $a=0$ and $D=\beta$, so $P_-=0$: the barrier has moved into the origin. The polar minimum at that temperature lies at $P_+^2=\beta/c$.

The polar minimum survives on heating as long as $D$ is real and nonzero. The condition $D=0$ reads $\beta^2=4ca_0(T^*-T_0)$, which defines the superheating limit

$$T^*=T_0+\frac{\beta^2}{4a_0c},\qquad P^{*2}=\frac{\beta}{2c}. \tag{5}$$

At $T^*$ the minimum $P_+$ and the maximum $P_-$ merge at $P^*$ into an inflection point. Above $T^*$ the quadratic $cP^4-\beta P^2+a$ has no real root in $P^2$; since $c>0$ it is positive everywhere, so $\partial G/\partial P=P\,(cP^4-\beta P^2+a)>0$ for all $P>0$, and any polarisation decays to zero.

The definition of $T^*$ simplifies $D$. Replacing $\beta^2$ by $4a_0c(T^*-T_0)$,

$$D^2=4a_0c\,(T^*-T_0)-4a_0c\,(T-T_0)=4a_0c\,(T^*-T). \tag{6}$$

Close to $T^*$, $D\ll\beta$ and (4) becomes $\kappa_f\approx\beta D/c=2\beta\sqrt{a_0(T^*-T)/c}$. The susceptibility of the superheated polar phase diverges as $(T^*-T)^{-1/2}$, while the polarisation stays finite. This square-root law differs from the Curie-Weiss law, and it warns that $\kappa_f(T)$ is a curved line whose slope depends on where it is taken.

Test: as $\beta\to0$ at fixed $c$, $T^*\to T_0$ and $P^*\to0$. The window in which both minima exist closes, and the continuous transition of section 3 returns.

## 6. The transition temperature and the jump

Between $T_0$ and $T^*$ both minima exist, and the equilibrium state is the lower one. The paraelectric minimum has $G=0$. The polar minimum at the two ends of the window has, at $T_0$ with $P_+^2=\beta/c$,

$$G=-\frac{\beta}{4}\frac{\beta^2}{c^2}+\frac{c}{6}\frac{\beta^3}{c^3}=-\frac{\beta^3}{12c^2}<0,$$

and at $T^*$ with $a=\beta^2/(4c)$ and $P^2=\beta/(2c)$,

$$G=\frac{\beta^3}{16c^2}-\frac{\beta^3}{16c^2}+\frac{\beta^3}{48c^2}=\frac{\beta^3}{48c^2}>0 .$$

In between, the derivative along the branch is

$$\frac{d}{dT}G\big(P_+(T),T\big)=\frac{\partial G}{\partial P}\frac{dP_+}{dT}+\frac{\partial G}{\partial T}=0+\tfrac12a_0P_+^2>0, \tag{7}$$

where the first term vanishes because $P_+$ is stationary. The energy of the polar minimum rises steadily from a negative to a positive value, so it crosses zero exactly once. That temperature is $T_c$.

At $T_c$ two conditions hold together for the unknowns $a_c=a_0(T_c-T_0)$ and $P_c\neq0$. The first is $G=0$; dividing by $P_c^2$ and multiplying by two,

$$a_c-\tfrac12\beta P_c^2+\tfrac13cP_c^4=0 .$$

The second is the stationarity condition (1),

$$a_c-\beta P_c^2+cP_c^4=0 .$$

Subtracting the second from the first removes $a_c$: $\tfrac12\beta P_c^2-\tfrac23cP_c^4=0$. Dividing by $P_c^2$ gives $\tfrac23cP_c^2=\tfrac12\beta$, so

$$P_c^2=\frac{3\beta}{4c}. \tag{8}$$

Returning to the second condition,

$$a_c=\beta P_c^2-cP_c^4=\frac{3\beta^2}{4c}-\frac{9\beta^2}{16c}=\frac{3\beta^2}{16c},$$

and therefore

$$T_c=T_0+\frac{3\beta^2}{16a_0c}. \tag{9}$$

The root found must be the minimum and not the maximum. At $a_c$, $D^2=\beta^2-\tfrac34\beta^2=\tfrac14\beta^2$, so $D=\beta/2$. Then $P_+^2=(3\beta/2)/(2c)=3\beta/(4c)$, which is (8), and $P_-^2=(\beta/2)/(2c)=\beta/(4c)=P_c^2/3$.

The energy at $T_c$ takes a compact form,

$$G(P,T_c)=\frac{c}{6}\,P^2\,(P^2-P_c^2)^2 . \tag{10}$$

To verify it, expand the right side into $\tfrac16cP^6-\tfrac13cP_c^2P^4+\tfrac16cP_c^4P^2$. The quartic coefficient is $-\tfrac13c\cdot3\beta/(4c)=-\beta/4$. The quadratic coefficient is $\tfrac16c\cdot9\beta^2/(16c^2)=3\beta^2/(32c)=a_c/2$. All three terms match. Expression (10) is never negative and vanishes only at $P=0$ and $P=\pm P_c$, so these three states are degenerate global minima. In equilibrium the polarisation jumps from $P_c$ to zero on heating through $T_c$.

Comparing (5) and (9), in units of $\beta^2/(a_0c)$ the temperatures $T_0$, $T_c$ and $T^*$ lie at $0$, $3/16$ and $4/16$ above $T_0$. Hence

$$T^*-T_c=\frac{\beta^2}{16a_0c},\qquad \frac{T^*-T_0}{T_c-T_0}=\frac43 .$$

With constant $\beta$ and $c$ and no higher terms, the crystal can in principle be supercooled three times as far as it can be superheated; section 11 shows that this number is not universal. A fit of the paraelectric data to the Curie-Weiss law yields $T_0$, not $T_c$; at the transition $\chi_p$ does not diverge but equals $C/(T_c-T_0)$.

The formulas depend on the convention for the prefactors. The energy can also be written without fractions, as $G=\alpha_1P^2+\alpha_{11}P^4+\alpha_{111}P^6$. Then $a=2\alpha_1$, $b=4\alpha_{11}$ and $c=6\alpha_{111}$. The condition for $T_c$ becomes $2\alpha_1=3\cdot16\alpha_{11}^2/(16\cdot6\alpha_{111})$, that is $\alpha_1=\alpha_{11}^2/(4\alpha_{111})$; the jump is $P_c^2=12|\alpha_{11}|/(24\alpha_{111})=|\alpha_{11}|/(2\alpha_{111})$; and the superheating limit is $2\alpha_1=16\alpha_{11}^2/(24\alpha_{111})$, that is $\alpha_1=\alpha_{11}^2/(3\alpha_{111})$. The ratio $4/3$ is the same, as it must be.

Test: as $\beta\to0$, $T_c\to T_0$ quadratically in $\beta$ and $P_c\to0$ as $\sqrt\beta$, so the jump closes smoothly onto the tricritical case. As $c\to0$ at fixed $\beta$, $P_c$ and $T_c$ run to infinity, which reflects the loss of the lower bound.

## 7. Entropy jump, latent heat and barrier

The entropy per unit volume of a phase, relative to the paraelectric phase, is minus the temperature derivative of its minimised energy. By (7), $S_f-S_p=-\tfrac12a_0P_+^2$. The polar phase has the lower entropy. At $T_c$ the entropy rises on heating by

$$\Delta S=S_p-S_f=\tfrac12a_0P_c^2=\frac{3a_0\beta}{8c},$$

and the latent heat per unit volume is $L=T_c\,\Delta S$. A discontinuous first derivative of the equilibrium energy is what makes the transition first order. In the cases of sections 2 and 3 the same formula holds with $P\to0$ at the transition, so $\Delta S=0$.

The barrier between the degenerate minima at $T_c$ follows from (10) at $P_-^2=P_c^2/3$:

$$G_b=\frac c6\cdot\frac{P_c^2}{3}\cdot\Big(\frac{2P_c^2}{3}\Big)^2=\frac{2c}{81}P_c^6=\frac{2c}{81}\cdot\frac{27\beta^3}{64c^3}=\frac{\beta^3}{96c^2}.$$

This barrier is the reason for thermal hysteresis. It is an energy density for a uniform change of $P$, so the barrier for the whole crystal grows with its volume. A real crystal avoids it by nucleating the new phase in a small region, often at a defect or surface, and moving a phase boundary. Within this model, and for heating and cooling slow enough that $P$ follows its minimum, the temperatures $T_0$ and $T^*$ are outer bounds, so the hysteresis cannot exceed $T^*-T_0$, and nucleation makes it narrower.

## 8. The inverse susceptibility at $T_c$: a factor four in value

On the paraelectric side $\kappa_p(T_c)=a_c=3\beta^2/(16c)$. On the polar side (4) with $D=\beta/2$ gives

$$\kappa_f(T_c)=\frac{(\beta/2)(3\beta/2)}{c}=\frac{3\beta^2}{4c}=4\,a_c .$$

So

$$\frac{\kappa_f(T_c)}{\kappa_p(T_c)}=4,\qquad \chi_p(T_c)=4\,\chi_f(T_c). \tag{11}$$

The form (10) shows the origin of this number. Near $P=0$ the squared bracket is $P_c^4$, so $G\approx\tfrac16cP_c^4\,P^2$. Near $P_c$, put $P=P_c+\delta$; then $P^2-P_c^2\approx2P_c\delta$, and $G\approx\tfrac16cP_c^2\,(2P_c\delta)^2=4\cdot\tfrac16cP_c^4\,\delta^2$. The two wells are parabolas whose coefficients differ by $2^2$. The polar well is four times as stiff, so the susceptibility jumps up by four on heating through $T_c$. The ratio does not depend on $a_0$, $\beta$ or $c$.

The transition temperature, the polarisation jump and the limits of metastability are now known, and at $T_c$ the inverse susceptibility of the polar phase is four times that of the paraelectric phase. What remains is to find the ratio of the slopes, work through a numerical example, and see where these numbers change.
